# Equal Peaks of Conductance and Capacitance Slope in MOS Inversion, part 1

(Sections cited here and not found follow in the second part.)

## 1. The equality and its converse

### Definitions and conventions

A metal-oxide-semiconductor (MOS) capacitor is held at a fixed gate bias in inversion, and a small voltage of angular frequency $\omega=2\pi f$ is added. Small signals vary as $e^{+i\omega t}$. All charges, capacitances and conductances are per unit gate area. The measured admittance is written in parallel form,

$$Y(\omega)=G(\omega)+i\omega C(\omega),$$

with real $G$ and $C$. Two curves are compared:

$$L(\omega)=\frac{G}{\omega},\qquad D(\omega)=-\frac{dC}{d\ln\omega}=-\omega\frac{dC}{d\omega}.$$

Both have the unit of capacitance per area. The logarithm is natural. A derivative with respect to $\log_{10}\omega$ is larger by $\ln 10=2.303$, and $G/f$ is larger than $G/\omega$ by $2\pi$; either choice destroys the equality of heights unless the factor is removed.

The curve $L$ measures energy loss. For a voltage amplitude $v$ the mean power is $Gv^2/2$ and one period lasts $2\pi/\omega$, so the energy lost per cycle is $\pi L v^2$. The curve $D$ measures how fast the stored charge drops out of the response as the frequency rises.

Some instruments report a series resistance $R$ and a series capacitance $C_s$. Then $1/Y=R+1/(i\omega C_s)$, which gives

$$Y=\frac{i\omega C_s}{1+i\omega RC_s}
=\frac{i\omega C_s+\omega^2RC_s^2}{1+(\omega RC_s)^2}.$$

The parallel values needed here are therefore $C=C_s/[1+(\omega RC_s)^2]$ and $G=\omega^2RC_s^2/[1+(\omega RC_s)^2]$.

### Statement and assumptions

Let the minority charge be supplied through one conductance $G_s>0$ that does not depend on frequency, and let every other charge follow the potentials without delay. Then $L$ and $D$ each have a single maximum. Both maxima lie at $\omega_m=1/\tau$, and both have the height $\Delta C/2$, where $\tau$ is the time constant of the minority charge and $\Delta C$ is the difference between the low-frequency and high-frequency capacitances.

Inversion by itself is not sufficient. The statement needs the single time constant, a linear response, and a measured admittance free of appreciable series resistance, gate leakage and slow traps. Section 2 sizes these effects for an example.

### The minority charge as the one slow variable

Let $v$ be the signal on the gate and $u$ the signal in the minority quasi-Fermi potential, both measured from the majority carriers in the bulk. Charges that follow without delay are described by capacitors. The signal charge $q_g$ on the gate and the charge $q_m$ on the minority node are then linear in the two potentials:

$$q_g=K_{11}v+K_{12}u,\qquad q_m=K_{12}v+K_{22}u.$$

The same $K_{12}$ appears twice because a network of two-terminal capacitors has a symmetric capacitance matrix. The stored energy of such a network is positive, so $K_{22}>0$. The gate must also act on the minority charge, which means $K_{12}\neq0$.

If the minority carriers are holes, a positive $u$ means an excess over equilibrium, and recombination removes this positive charge. If they are electrons, a positive $u$ means a deficit, and generation supplies negative charge. In both cases the current into the minority node is $-G_su$, and charge conservation reads

$$i\omega q_m=-G_su.$$

Insert $q_m$ and collect the terms in $u$:

$$(G_s+i\omega K_{22})\,u=-i\omega K_{12}v,\qquad
u=-\frac{i\omega K_{12}}{G_s+i\omega K_{22}}\,v.$$

The gate current is $i\omega q_g=Yv$. Division by $i\omega v$ gives

$$\frac{Y}{i\omega}=K_{11}-\frac{i\omega K_{12}^2}{G_s+i\omega K_{22}}.$$

Now define $\tau=K_{22}/G_s$ and divide numerator and denominator of the last fraction by $G_s$:

$$\frac{i\omega K_{12}^2}{G_s+i\omega K_{22}}
=\frac{K_{12}^2}{K_{22}}\,\frac{i\omega\tau}{1+i\omega\tau}
=\frac{K_{12}^2}{K_{22}}\left(1-\frac{1}{1+i\omega\tau}\right).$$

The result is

$$\frac{Y}{i\omega}=C_{hf}+\frac{\Delta C}{1+i\omega\tau},\qquad
\Delta C=\frac{K_{12}^2}{K_{22}},\qquad C_{hf}=K_{11}-\Delta C.$$

For $\omega\to0$ the right side is $C_{lf}=C_{hf}+\Delta C=K_{11}$: the minority carriers stay in equilibrium with the bulk and $u=0$. For $\omega\to\infty$ it is $C_{hf}$: the minority charge is frozen. The difference $\Delta C$ is positive because it is a square divided by a positive number.

### The usual MOS circuit

Let the oxide capacitance $C_{ox}$ connect the gate to the semiconductor surface, the depletion capacitance $C_D$ connect the surface to the bulk, and the inversion-layer capacitance $C_I$ connect the surface to the minority node. The minority node is connected to the bulk through $G_s$. Let $\psi$ be the signal of the surface potential. No free charge is stored on the surface node itself, so

$$C_{ox}(\psi-v)+C_D\psi+C_I(\psi-u)=0,\qquad
\psi=\frac{C_{ox}v+C_Iu}{S},$$

with $S=C_{ox}+C_D+C_I$. The gate charge is $q_g=C_{ox}(v-\psi)$ and the minority charge is $q_m=C_I(u-\psi)$. Substituting $\psi$ gives

$$K_{11}=\frac{C_{ox}(C_D+C_I)}{S},\quad
K_{12}=-\frac{C_{ox}C_I}{S},\quad
K_{22}=\frac{C_I(C_{ox}+C_D)}{S}.$$

The general formulas become

$$\Delta C=\frac{C_{ox}^2C_I}{S(C_{ox}+C_D)},\qquad
\tau=\frac{C_I(C_{ox}+C_D)}{S\,G_s}.$$

The high-frequency capacitance follows from $K_{11}-\Delta C$ over a common denominator:

$$C_{hf}=\frac{C_{ox}}{S}\,
\frac{(C_D+C_I)(C_{ox}+C_D)-C_{ox}C_I}{C_{ox}+C_D}.$$

The numerator of the second fraction is $C_DC_{ox}+C_D^2+C_IC_D=C_DS$. Hence $C_{hf}=C_{ox}C_D/(C_{ox}+C_D)$, the oxide and the depletion layer in series, as expected when the minority charge is frozen.

In the limit $C_I\to\infty$ the ratio $C_I/S$ tends to one. The peak height becomes $C_{ox}^2/[2(C_{ox}+C_D)]$ and the peak frequency becomes $\omega_m=G_s/(C_{ox}+C_D)$.

### The two maxima

Since $Y/(i\omega)=C-iG/\omega$, multiply the relaxation term above and below by $1-i\omega\tau$ and compare real and imaginary parts:

$$C=C_{hf}+\frac{\Delta C}{1+\omega^2\tau^2},\qquad
L=\Delta C\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

Set $x=\ln(\omega\tau)$, so that $\omega\tau=e^x$. At fixed $\tau$, $d/d\ln\omega=d/dx$. For the loss,

$$L=\Delta C\,\frac{e^x}{1+e^{2x}}=\frac{\Delta C}{e^{-x}+e^{x}}
=\frac{\Delta C}{2}\,\operatorname{sech}x.$$

For the slope,

$$D=-\frac{d}{dx}\frac{\Delta C}{1+e^{2x}}
=\frac{2\Delta C\,e^{2x}}{(1+e^{2x})^2}
=\frac{2\Delta C}{(e^{-x}+e^{x})^2}
=\frac{\Delta C}{2}\,\operatorname{sech}^2x.$$

The function $\cosh x$ has one minimum, the value 1 at $x=0$. Both $\operatorname{sech}x$ and its square therefore have one maximum, also the value 1 at $x=0$. This gives

$$\omega_m=\frac1\tau,\qquad L(\omega_m)=D(\omega_m)=\frac{\Delta C}{2},$$

which is the statement to be proved.

The proof used no property of the MOS circuit beyond the one conductance. As a numerical test, 20 networks were built with capacitors between every pair of the gate, surface, minority and bulk nodes. Their values were drawn at random between 0.1 and 2 in arbitrary units, and one unit conductance joined the minority node to the bulk. The nodal equations were solved and the maxima located numerically. The largest difference in $\ln\omega$ between the two peaks was $1.2\times10^{-6}$, and the largest relative difference in height was $3.3\times10^{-7}$.

### Shape of the curves away from the peak

Eliminating $\operatorname{sech}x$ gives a relation that can be checked at every measured frequency:

$$D=\frac{2L^2}{\Delta C}.$$

The curves touch at the peak and differ elsewhere, with $D<L$ on both sides. Half height requires $\cosh x=2$ for $L$ and $\cosh x=\sqrt2$ for $D$. The full widths in decades are

$$\frac{2\operatorname{arcosh}2}{\ln10}=1.144,\qquad
\frac{2\operatorname{arcosh}\sqrt2}{\ln10}=0.766.$$

Near the maximum $L$ falls as $1-x^2/2$ and $D$ as $1-x^2$. The slope curve locates the peak more sharply, but it requires a numerical derivative of the data.

The areas under the curves behave differently from the heights. The antiderivative of $\operatorname{sech}x$ is $2\arctan e^x$ and that of $\operatorname{sech}^2x$ is $\tanh x$, so

$$\int_{-\infty}^{\infty}L\,d\ln\omega=\frac{\pi}{2}\Delta C,\qquad
\int_{-\infty}^{\infty}D\,d\ln\omega=\Delta C.$$

If several relaxations are added, each contributes areas in this same ratio. The ratio of areas thus cannot reveal a spread of time constants. The ratio of heights can, as follows.

### What equal heights imply

Suppose the gate area consists of patches in parallel that exchange no minority carriers with each other. Each has its own time constant $\tau_k$ and its own positive contribution $a_k$ to the capacitance difference. Small patches under one continuous gate do not meet this condition, because the inversion layer connects them; Section 2 gives the length scale. Admittances in parallel add. With $x_k=\ln(\omega\tau_k)$,

$$L=\frac12\sum_k a_k\operatorname{sech}x_k,\qquad
D=\frac12\sum_k a_k\operatorname{sech}^2x_k.$$

Because $0<\operatorname{sech}x\le1$, each term of $D$ is at most the corresponding term of $L$. Hence $D\le L$ at every frequency.

Let $D$ have its maximum at $\omega_*$. Then

$$\max D=D(\omega_*)\le L(\omega_*)\le\max L.$$

If the two maxima are equal, both inequalities are equalities. The first then gives

$$\sum_k a_k\operatorname{sech}x_k\,(1-\operatorname{sech}x_k)=0
\quad\text{at }\omega=\omega_*.$$

No term is negative, so each must vanish, which requires $x_k=0$ and $\tau_k=1/\omega_*$ for every patch. Within this model of parallel patches, equal heights therefore hold if and only if there is a single time constant.

Equal peak frequencies are a weaker sign. Let $\rho(s)$ be a smooth distribution of $s=\ln\tau$ that is symmetric about its centre and falls on both sides of it. Measure $s$ from that centre and $y=\ln\omega$ from the corresponding frequency. Either curve is then proportional to $F(y)=\int f(t)\,\rho(y-t)\,dt$, where $f$ is $\operatorname{sech}$ or $\operatorname{sech}^2$. An integration by parts moves the derivative with respect to $y$ from $\rho$ to $f$. Since $f'$ is odd,

$$F'(y)=\int_0^\infty f'(t)\,[\rho(y-t)-\rho(y+t)]\,dt.$$

For $y>0$ and $t>0$ the point $y-t$ is closer to the centre than $y+t$, so the bracket is not negative, while $f'(t)<0$. The curve falls for $y>0$ and, by symmetry, rises for $y<0$. Both peaks stay at the centre although there are many time constants.

The heights do separate. If the spread is small and has variance $\sigma^2$ in $\ln\tau$, averaging the expansions near the peak gives $\max L\propto1-\sigma^2/2$ and $\max D\propto1-\sigma^2$. To leading order,

$$\frac{\max D}{\max L}\approx1-\frac{\sigma^2}{2}.$$

For a Gaussian spread with $\sigma=0.5$, produced by varying $G_s$ and holding the capacitances fixed, the computed peak frequencies have the ratio 1.0000 and the heights have the ratio 0.916. The leading-order formula gives 0.875, so it overstates the separation at this width.

An asymmetric case separates both quantities. Let 30% of the area have five times the supply conductance of the rest, with equal capacitances. The $D$ peak then lies at 0.894 times the frequency of the $L$ peak, and its height is 0.906 of the $L$ height. The larger patch is the slow one, and the narrower function $\operatorname{sech}^2$ follows it more closely.

## 2. Supply conductance, worked example and use

### Symbols and results carried over

The measured admittance per area is $Y=G+i\omega C$, and the two curves are $L=G/\omega$ and $D=-dC/d\ln\omega$. The circuit contains the oxide capacitance $C_{ox}$, the depletion capacitance $C_D$, the inversion-layer capacitance $C_I$ and the supply conductance $G_s$, with $S=C_{ox}+C_D+C_I$. The gate signal is $v$, the minority quasi-Fermi signal is $u$ and the surface-potential signal is $\psi$. For one time constant,

$$\omega_m=\frac1\tau=\frac{S\,G_s}{C_I(C_{ox}+C_D)},\qquad
L(\omega_m)=D(\omega_m)=\frac{\Delta C}{2},$$

$$\Delta C=\frac{C_{ox}^2C_I}{S(C_{ox}+C_D)},\qquad
C_{hf}=\frac{C_{ox}C_D}{C_{ox}+C_D}.$$

For isolated parallel patches with different time constants, the maximum of $D$ is lower than that of $L$.

### The supply conductance from generation

Take an n-type semiconductor of doping $N$; the minority carriers are holes. Let generation proceed through levels at the intrinsic Fermi level, with the same lifetime $\tau_g$ for electrons and holes. The Shockley-Read-Hall net recombination rate is

$$U=\frac{np-n_i^2}{\tau_g(n+p+2n_i)},$$

where $n_i$ is the intrinsic density. With no dc current the steady state is equilibrium. The signal splits the quasi-Fermi levels by $u$, taken as constant across the depletion layer, so $np=n_i^2e^{u/V_t}$ with $V_t=k_BT/q$. For $|u|\ll V_t$ the numerator is $n_i^2u/V_t$, and the denominator may keep its equilibrium value.

Write $n=n_ie^{\eta}$ and $p=n_ie^{-\eta}$. Then $n+p+2n_i=2n_i(1+\cosh\eta)$, and the conductance is

$$G_s=\frac{q}{u}\int U\,dx=\frac{qn_i}{2V_t\tau_g}\int\frac{dx}{1+\cosh\eta}.$$

The integrand is appreciable only near the plane where $n=p$. If the field there is $E_i$, then $dx=V_t\,d\eta/E_i$. With $1+\cosh\eta=2\cosh^2(\eta/2)$,

$$\int_{-\infty}^{\infty}\frac{d\eta}{1+\cosh\eta}
=\left[\tanh\frac{\eta}{2}\right]_{-\infty}^{\infty}=2,
\qquad G_s\approx\frac{qn_i}{\tau_gE_i}.$$

In the depletion approximation the field at a point with local band bending $\phi$ is $\sqrt{2qN\phi/\varepsilon_s}$, where $\varepsilon_s$ is the semiconductor permittivity. The plane $n=p$ has $\phi=\phi_B=V_t\ln(N/n_i)$, so $E_i=\sqrt{2qN\phi_B/\varepsilon_s}$.

The field varies slightly across the generating region, where the bending is $\phi_B-\eta V_t$. Expanding $1/E\propto(\phi_B-\eta V_t)^{-1/2}$ to second order gives a correction $\tfrac38(V_t/\phi_B)^2\langle\eta^2\rangle$. The weight $1/[2(1+\cosh\eta)]$ is the logistic distribution, whose variance is $\pi^2/3$. The linear term averages to zero.

### The inversion-layer capacitance

Treat the holes as a thin sheet at their mean depth $z$. A change $\delta Q$ of the hole charge then needs a change of the hole chemical potential and also a potential drop between the interface and the sheet. The two add to $u-\psi$, so

$$\frac1{C_I}=\frac1{C_{dos}}+\frac{z}{\varepsilon_s}.$$

The sheet model overstates the second term. A hole at depth $x$ feels, from charge added at depth $x'$, only the drop across the smaller of the two depths, and the average of that is less than $z$. The size of this error is given in the example below.

The change of depletion charge also crosses the depth $z$. Its drop is neglected, since it is smaller than the drop across the depletion width $W$ by the factor $z/W$.

For one two-dimensional subband with $g$ states per area and energy, the sheet density is $p_s=gV_t\ln(1+e^{\mu/V_t})$, with energies in eV and potentials in V. Its derivative is $g\,e^{\mu/V_t}/(1+e^{\mu/V_t})$. Since $1+e^{\mu/V_t}=e^{p_s/(gV_t)}$,

$$C_{dos}=qg\left(1-e^{-p_s/(gV_t)}\right).$$

With a single frequency-independent supply conductance, $L$ and $D$ peak at the same frequency and the same height $\Delta C/2$, and $G_s$ and $C_I$ have now been related to material parameters. What remains is to work through a numerical example, size the effects that move or separate the peaks, and set out a procedure for measured data.
